# Change of Delta per nanometre of oxide on silicon: a program that tests the result

```python
"""
Result under test: a thin film on a substrate changes Delta at the rate
    dDelta/dd = -(4 pi/lambda) Re K,
    K = cos(phi) sin(phi)^2 e2 (e2-e1)(e1-1)
        / [e1 (e2-1)(e2 cos(phi)^2 - sin(phi)^2)],
which is a few degrees per nanometre for oxide on silicon at 633 nm, 70 deg.
Symbols: phi = incidence angle in air, d = film thickness, lambda = wavelength,
e1, e2 = squared complex indices of film and substrate, index = n - i*kappa,
time factor exp(+i omega t), rho = r_p/r_s = tan(Psi) exp(i Delta).
r_s is a ratio of electric and r_p a ratio of magnetic amplitudes.
The independent road solves the boundary-matching equations of the full film.
"""
import numpy as np

WAVELENGTH = 633.0      # nm
ANGLE = 70.0            # degrees
N_FILM = 1.5            # rough oxide index
N_SUB = 3.9 - 0.02j     # rough silicon index


def reflection(pol, d, n1, n2, angle, wavelength=WAVELENGTH):
    """Reflection amplitude from continuity of both tangential fields."""
    eps = np.array([1.0, n1**2, n2**2], dtype=complex)
    q = np.sqrt(eps - np.sin(np.radians(angle))**2)
    w = q if pol == "s" else q / eps
    phase = 2 * np.pi * d * q[1] / wavelength
    down, up = np.exp(-1j * phase), np.exp(1j * phase)
    # unknowns: reflected, forward in film, backward in film, transmitted
    matrix = np.array([
        [1, -1, -1, 0],
        [-w[0], -w[1], w[1], 0],
        [0, down, up, -1],
        [0, w[1] * down, -w[1] * up, -w[2]]], dtype=complex)
    source = np.array([-1, -w[0], 0, 0], dtype=complex)
    return np.linalg.solve(matrix, source)[0]


def psi_delta(d, n1=N_FILM, n2=N_SUB, angle=ANGLE):
    rho = reflection("p", d, n1, n2, angle) / reflection("s", d, n1, n2, angle)
    return np.degrees(np.arctan(abs(rho))), np.degrees(np.angle(rho)) % 360


def log_slope(pol, n1, n2, angle, h=1e-3):
    """Numerical d(ln r)/dd at zero thickness, per nm."""
    ratio = reflection(pol, h, n1, n2, angle) / reflection(pol, -h, n1, n2, angle)
    return np.log(ratio) / (2 * h)


def factors(n1, n2, angle):
    """Derived first-order factors A_p, A_s and K."""
    e1, e2 = n1**2, n2**2
    c, s2 = np.cos(np.radians(angle)), np.sin(np.radians(angle))**2
    brewster = e2 * c**2 - s2
    a_s = c * (e2 - e1) / (e2 - 1)
    a_p = (c * (e2 - e1) * (e1 * e2 - s2 * (e1 + e2))
           / (e1 * (e2 - 1) * brewster))
    k = c * s2 * e2 * (e2 - e1) * (e1 - 1) / (e1 * (e2 - 1) * brewster)
    return a_p, a_s, k


def delta_slope(n1=N_FILM, n2=N_SUB, angle=ANGLE):
    """Derived slope of Delta in degrees per nm."""
    return -np.degrees(4 * np.pi / WAVELENGTH * np.real(factors(n1, n2, angle)[2]))


# First-order formulas against the full boundary-value solution
cases = [(N_FILM, N_SUB, ANGLE), (1.5, 3.9, 60.0), (2.0 - 0.3j, 3.0 - 1.0j, 50.0),
         (1.3, 1.8 - 0.5j, 35.0), (2.5, 1.5, 70.0)]
worst = 0.0
for n1, n2, angle in cases:
    a_p, a_s, k = factors(n1, n2, angle)
    unit = -4j * np.pi / WAVELENGTH
    num_p, num_s = log_slope("p", n1, n2, angle), log_slope("s", n1, n2, angle)
    for numeric, derived in ((num_p, a_p), (num_s, a_s), (num_p - num_s, k)):
        error = abs(numeric - unit * derived) / abs(unit * derived)
        worst = max(worst, error)
        assert error < 1e-6

# A film identical to air or to the substrate must leave rho unchanged at first order
for n1 in (1.0, N_SUB):
    change = log_slope("p", n1, N_SUB, ANGLE) - log_slope("s", n1, N_SUB, ANGLE)
    assert abs(change) < 1e-9

# Without absorption r_p of the bare substrate vanishes where tan(phi) = n2
brewster_angle = np.degrees(np.arctan(N_SUB.real))
assert abs(reflection("p", 0, N_FILM, N_SUB.real, brewster_angle)) < 1e-12

# Without absorption Psi has no first-order change
real_log = log_slope("p", 1.5, 3.9, ANGLE) - log_slope("s", 1.5, 3.9, ANGLE)
assert abs(real_log.real) < 1e-9 < abs(real_log.imag)

slope = delta_slope()
psi0, delta0 = psi_delta(0.0)
psi1, delta1 = psi_delta(1.0)
assert abs((delta1 - delta0) / slope - 1) < 0.01
assert abs(psi1 - psi0) < abs(delta1 - delta0) / 50

# Rough indices: the full solution at 1 nm stays at a few degrees
scan = []
for n1 in (1.4, 1.5, 1.6):
    for n2 in (3.8, 3.9, 4.0):
        sub = n2 - 0.02j
        scan.append(psi_delta(0, n1, sub)[1] - psi_delta(1, n1, sub)[1])
assert 2.0 < min(scan) and max(scan) < 4.0

a_p, a_s, k = factors(N_FILM, N_SUB, ANGLE)
to_deg = np.degrees(4 * np.pi / WAVELENGTH)
r_p0 = reflection("p", 0, N_FILM, N_SUB, ANGLE)
r_s0 = reflection("s", 0, N_FILM, N_SUB, ANGLE)
assert abs(r_p0) < abs(r_s0) and a_p.real > 5 * a_s.real

print(f"wavelength: {WAVELENGTH:.0f} nm; incidence angle: {ANGLE:.0f} deg")
print(f"film index: {N_FILM:.1f}")
print(f"substrate index n: {N_SUB.real:.1f}; kappa: {-N_SUB.imag:.2f}")
print(f"film e1: {N_FILM**2:.2f}")
print(f"substrate e2: {(N_SUB**2).real:.2f} {(N_SUB**2).imag:+.3f} i")
cos_phi = np.cos(np.radians(ANGLE))
sin2_phi = np.sin(np.radians(ANGLE))**2
near_zero = N_SUB**2 * cos_phi**2 - sin2_phi
print(f"cos(phi): {cos_phi:.4f}; sin(phi)^2: {sin2_phi:.4f}")
print(f"e2 cos^2 - sin^2: {near_zero.real:.4f} {near_zero.imag:+.4f} i")
print(f"bare |r_p|: {abs(r_p0):.4f}; bare |r_s|: {abs(r_s0):.4f}")
print(f"angle of zero r_p without absorption: {brewster_angle:.2f} deg")
print(f"prefactor 4 pi/lambda: {to_deg:.4f} deg/nm")
print(f"Re A_p: {a_p.real:.4f}; Re A_s: {a_s.real:.4f}")
print(f"K: {k.real:.4f} {k.imag:+.4f} i")
print(f"phase slope of r_p: {-to_deg * a_p.real:.3f} deg/nm")
print(f"phase slope of r_s: {-to_deg * a_s.real:.3f} deg/nm")
print(f"Delta slope, first order: {slope:.3f} deg/nm")
print(f"Delta slope with kappa = 0: {delta_slope(n2=N_SUB.real):.3f} deg/nm")
print(f"largest relative error of first-order formulas: {worst:.1e}")
print("full solution: d (nm), Psi (deg), Delta (deg), linear Delta (deg)")
for d in (0.0, 1.0, 2.0, 5.0, 10.0):
    psi, delta = psi_delta(d)
    print(f"  {d:4.1f}  {psi:7.3f}  {delta:8.3f}  {delta0 + slope * d:8.3f}")
print(f"full Delta change at 1 nm: {delta1 - delta0:.3f} deg")
print(f"full Psi change at 1 nm: {psi1 - psi0:.4f} deg")
print(f"index scan, smallest Delta drop at 1 nm: {min(scan):.2f} deg")
print(f"index scan, largest Delta drop at 1 nm: {max(scan):.2f} deg")
print("first-order Delta slope at other angles:")
for angle in (50.0, 60.0, 65.0, 70.0, 73.0):
    print(f"  {angle:.0f} deg: {delta_slope(angle=angle):.3f} deg/nm")
resolution = 0.1
print(f"chosen Delta resolution: {resolution:.1f} deg")
print(f"thickness resolution: {resolution / abs(slope):.4f} nm")
print("checks complete")
```

Running it gives:

```
wavelength: 633 nm; incidence angle: 70 deg
film index: 1.5
substrate index n: 3.9; kappa: 0.02
film e1: 2.25
substrate e2: 15.21 -0.156 i
cos(phi): 0.3420; sin(phi)^2: 0.8830
e2 cos^2 - sin^2: 0.8962 -0.0182 i
bare |r_p|: 0.1577; bare |r_s|: 0.8343
angle of zero r_p without absorption: 75.62 deg
prefactor 4 pi/lambda: 1.1374 deg/nm
Re A_p: 2.9086; Re A_s: 0.3119
K: 2.5966 +0.0235 i
phase slope of r_p: -3.308 deg/nm
phase slope of r_s: -0.355 deg/nm
Delta slope, first order: -2.954 deg/nm
Delta slope with kappa = 0: -2.954 deg/nm
largest relative error of first-order formulas: 2.2e-09
full solution: d (nm), Psi (deg), Delta (deg), linear Delta (deg)
   0.0   10.704   179.204   179.204
   1.0   10.718   176.254   176.251
   2.0   10.752   173.315   173.297
   5.0   10.963   164.657   164.437
  10.0   11.655   151.188   149.669
full Delta change at 1 nm: -2.951 deg
full Psi change at 1 nm: 0.0144 deg
index scan, smallest Delta drop at 1 nm: 2.55 deg
index scan, largest Delta drop at 1 nm: 3.31 deg
first-order Delta slope at other angles:
  50 deg: -0.580 deg/nm
  60 deg: -1.077 deg/nm
  65 deg: -1.606 deg/nm
  70 deg: -2.954 deg/nm
  73 deg: -6.073 deg/nm
chosen Delta resolution: 0.1 deg
thickness resolution: 0.0339 nm
checks complete
```
